# Secondary-Loop Ratio of an Inductive Plasma from Coil Impedance Readings

**The question**

A coil drives a low-pressure plasma at 13.56 MHz, which is \(\omega=8.52\times10^{7}\ \mathrm{s^{-1}}\). The series impedance at the coil terminals, \(R+iX\) with time factor \(e^{i\omega t}\), is read without and with plasma:

- without plasma: \(R_0=0.50\) ohm, \(X_0=110.0\) ohm;
- with plasma: \(R_1=2.90\) ohm, \(X_1=102.8\) ohm.

Each resistance reading has a standard error of 0.05 ohm and each reactance reading 0.10 ohm, all independent. Write \(\Delta R=R_1-R_0\), \(\Delta X=X_1-X_0\) and \(\Delta Z=\Delta R+i\Delta X\).

In the transformer model the plasma is one closed loop of impedance \(Z_2=R_2+iX_2\), with \(R_2>0\), coupled to the coil by a real mutual inductance \(M\neq0\) of unknown size. Assume a linear steady state, a bare coil that does not change on ignition, no capacitive current and no other conductor. The circuit equations have the same form in ohms and in atomic units.

**(a) Find \(Q_2=X_2/R_2\) in terms of the readings. Which signs must the two changes have?**

*Answer.* Let \(V\) be the coil voltage and \(I_1, I_2\) the coil and plasma currents. The plasma loop has no source of its own, so

\[
V=Z_0I_1+i\omega M I_2,\qquad 0=i\omega M I_1+Z_2I_2 .
\]

The second equation gives \(I_2=-i\omega M I_1/Z_2\). Inserting this in the first and using \((i\omega M)(-i\omega M)=\omega^2M^2\),

\[
\frac{V}{I_1}=Z_0+\frac{\omega^2M^2}{Z_2},\qquad \Delta Z=\frac{\omega^2M^2}{R_2+iX_2}.
\]

Multiplying numerator and denominator by \(R_2-iX_2\) separates the parts:

\[
\Delta R=\frac{\omega^2M^2R_2}{R_2^2+X_2^2},\qquad
\Delta X=-\frac{\omega^2M^2X_2}{R_2^2+X_2^2}.
\]

The common factor, which contains \(M\), cancels in the quotient:

\[
Q_2=\frac{X_2}{R_2}=-\frac{\Delta X}{\Delta R}.
\]

An inductive loop (\(X_2>0\)) requires \(\Delta R>0\) and \(\Delta X<0\). The plasma takes power from the coil, and its current opposes part of the coil's flux. Other signs, if larger than the reading errors, show that an assumption has failed.

**(b) Evaluate \(Q_2\) and its standard error.**

*Answer.* The changes are \(\Delta R=2.90-0.50=2.40\) ohm and \(\Delta X=102.8-110.0=-7.2\) ohm, so

\[
Q_2=\frac{7.2}{2.40}=3.0 .
\]

The secondary current lags its electromotive force by \(\arctan 3=71.6^\circ\).

Each change is a difference of two independent readings, so its error is \(\sqrt2\) times the single error: \(u_{\Delta R}=0.071\) ohm and \(u_{\Delta X}=0.141\) ohm. From \(\ln Q_2=\ln(-\Delta X)-\ln\Delta R\), small errors obey \(\delta Q_2/Q_2=\delta(\Delta X)/\Delta X-\delta(\Delta R)/\Delta R\). The two terms are independent, so their variances add:

\[
\frac{u_Q}{Q_2}=\sqrt{\left(\frac{0.071}{2.40}\right)^2+\left(\frac{0.141}{7.2}\right)^2}=0.035,
\qquad u_Q=0.11 .
\]

Thus \(Q_2=3.0\pm0.1\) from reading errors alone. If \(X_2\gg R_2\), then \(\Delta R\) is much smaller than \(|\Delta X|\); if \(X_2\ll R_2\), the reverse holds. In both limits the smaller change can sink into the reading error, and the ratio is then poorly determined.

**(c) Can \(R_2\), \(X_2\) and \(M\) be found separately? Is any measure of the coupling fixed by the data?**

*Answer.* They cannot be found separately. Replacing \(M\) by \(sM\) and \(Z_2\) by \(s^2Z_2\), with \(s\) real and non-zero, leaves \(\Delta Z=\omega^2M^2/Z_2\) unchanged. For an assumed \(M\), inversion gives

\[
Z_2=\frac{\omega^2M^2}{\Delta Z}=\omega^2M^2\,\frac{\Delta R-i\Delta X}{\Delta R^2+\Delta X^2}.
\]

With \(\omega M=10\) ohm,

\[
R_2=\frac{100\times2.40}{2.40^2+7.2^2}=4.17\ \text{ohm},\qquad X_2=3.0\,R_2=12.5\ \text{ohm}.
\]

With \(\omega M=20\) ohm both are four times larger, 16.7 and 50.0 ohm. The two sets give the same terminal readings.

The effective coupling \(k\), defined by \(k^2=\omega^2M^2/(X_0X_2)\), does not change under this scaling. Dividing numerator and denominator of \(\Delta X\) by \(X_2^2\),

\[
\Delta X=-\frac{\omega^2M^2/X_2}{1+1/Q_2^2}
\quad\Rightarrow\quad
k^2=\frac{-\Delta X}{X_0}\left(1+\frac1{Q_2^2}\right)=\frac{7.2}{110}\left(1+\frac19\right)=0.073 ,
\]

so \(k=0.27\).

**(d) The plasma current is carried by electrons with a uniform collision frequency \(\nu\). What does \(Q_2\) say about \(\nu\)?**

*Answer.* Use atomic units, in which the electron has mass 1 and charge \(-1\). Let the loop have length \(\ell\), cross-section \(S\) and electron density \(n\). In a field \(E\) along the loop, the electron velocity \(v\) obeys \(i\omega v=-E-\nu v\), and the current is \(I_2=-nSv\). Eliminating \(v\) gives \((\nu+i\omega)I_2=nSE\), so the electromotive force is

\[
\ell E=L_e(\nu+i\omega)I_2,\qquad L_e=\frac{\ell}{nS}.
\]

It is supplied by induction: \(\ell E=-i\omega MI_1-i\omega L_gI_2\), where \(L_g>0\) is the geometric inductance of the loop. Equating the two expressions,

\[
0=i\omega MI_1+\left[\nu L_e+i\omega(L_g+L_e)\right]I_2 .
\]

Therefore \(R_2=\nu L_e\), \(X_2=\omega(L_g+L_e)\), and

\[
Q_2=\frac{\omega L_g}{R_2}+\frac{\omega}{\nu}=\frac{\omega}{\nu}\left(1+\frac{L_g}{L_e}\right).
\]

The reactance in \(Q_2\) thus includes electron inertia. Since \(L_g>0\),

\[
\nu>\frac{\omega}{Q_2}=\frac{8.52\times10^7}{3.0}=2.8\times10^7\ \mathrm{s^{-1}} .
\]

This is a lower bound and not an estimate of \(\nu\). It becomes tight when \(L_g\ll L_e\), which for a loop of fixed shape and size means low density; the coupling and the impedance change are then small as well. The present readings do not reach that limit. With \(L_0=X_0/\omega\), positive magnetic energy requires \(M^2\le L_0L_g\), so \(k^2\le L_g/(L_g+L_e)\) and \(\nu\ge\omega/[Q_2(1-k^2)]=3.1\times10^7\ \mathrm{s^{-1}}\).

The driven loop was also integrated in time, with \(R_2=2\) ohm, \(\omega L_g=4\) ohm and \(\omega/\nu=1\), for which the formula gives \(4/2+1=3\). For mutual reactances of 3 and 6 ohm the induced coil voltage gave \(\Delta R=0.45\) and 1.80 ohm, a factor of four, while \(-\Delta X/\Delta R\) was 3.000 in both cases.

**(e) A real plasma current is spread over a volume. What does \(-\Delta X/\Delta R\) then measure?**

*Answer.* Divide the plasma into many loops with currents \(\mathbf i\), a symmetric impedance matrix \(\mathsf Z=\mathsf R+i\mathsf X\) (with \(\mathsf R,\mathsf X\) real), and a real vector \(\mathbf m\) of mutual inductances to the coil. As in (a),

\[
\mathbf i=-i\omega I_1\mathsf Z^{-1}\mathbf m,\qquad
\Delta Z=\omega^2\,\mathbf m^{T}\mathsf Z^{-1}\mathbf m .
\]

The complex power of the plasma current, apart from a common factor \(\tfrac12\), is

\[
\mathbf i^\dagger\mathsf Z\,\mathbf i
=\omega^2|I_1|^2\,\mathbf m^{T}(\mathsf Z^{-1})^\dagger\mathsf Z\mathsf Z^{-1}\mathbf m
=\omega^2|I_1|^2\,\mathbf m^{T}(\mathsf Z^{-1})^{\dagger}\mathbf m
=|I_1|^2(\Delta Z)^* .
\]

The last step needs only real \(\mathbf m\): the scalar \(\mathbf m^{T}(\mathsf Z^{-1})^{\dagger}\mathbf m\) is then the complex conjugate of \(\mathbf m^{T}\mathsf Z^{-1}\mathbf m\). The symmetry of \(\mathsf Z\) enters next: \(\mathsf R\) and \(\mathsf X\) are real symmetric matrices, so \(\mathbf i^\dagger\mathsf R\,\mathbf i\) and \(\mathbf i^\dagger\mathsf X\,\mathbf i\) are real. Taking real and imaginary parts,

\[
-\frac{\Delta X}{\Delta R}=\frac{\mathbf i^\dagger\mathsf X\,\mathbf i}{\mathbf i^\dagger\mathsf R\,\mathbf i}.
\]

The readings give the ratio of reactive to dissipated power of the plasma current. For one loop this is \(X_2/R_2\).

A uniform plasma cylinder of radius \(a\) filling a long solenoid illustrates this. Its axial magnetic field \(H(r)\) equals the coil's field \(H_0\) at \(r=a\). In atomic units \(\mu_0=4\pi\alpha^2\), with \(\alpha\) the fine-structure constant, and part (d) gives the conductivity \(\sigma=n/(\nu+i\omega)\). The azimuthal current density is \(J=-dH/dr=\sigma E\), and Faraday's law is \((1/r)\,d(rE)/dr=-i\omega\mu_0H\). Together,

\[
\frac1r\frac{d}{dr}\left(r\frac{dH}{dr}\right)=i\omega\mu_0\sigma H,\qquad
H=H_0\frac{J_0(\kappa r)}{J_0(\kappa a)},\qquad \kappa^2=-i\omega\mu_0\sigma ,
\]

with \(J_0,J_1\) Bessel functions. Since \(\int_0^aJ_0(\kappa r)\,r\,dr=aJ_1(\kappa a)/\kappa\), the plasma changes the flux through its cross-section by the factor \(F=2J_1(\kappa a)/[\kappa aJ_0(\kappa a)]\). At fixed coil current \(\Delta Z\) is therefore a positive constant times \(i(F-1)\).

The power ratio is found separately by integration. The plasma's own field is \(H-H_0\), and \(1/\sigma=(\nu+i\omega)/n\), so

\[
\frac{\text{reactive}}{\text{dissipated}}=\frac{\omega}{\nu}+\frac{\omega\mu_0\int_0^a|H-H_0|^2r\,dr}{(\nu/n)\int_0^a|J|^2r\,dr}.
\]

For \(a=5\) cm, \(n=10^{11}\ \mathrm{cm^{-3}}\) and \(\nu=5\times10^7\ \mathrm{s^{-1}}\), values not fitted to the coil readings, the right-hand side is \(1.704+2.304=4.008\). The coil impedance also gives 4.008. The bound of (d) gives \(\nu>2.1\times10^7\ \mathrm{s^{-1}}\), consistent with the value put in but less than half of it.

For an electron temperature of 3 eV, the mean thermal speed divided by \(|\nu+i\omega|\) is 0.63 of the 1.9 cm skin depth. The local relation \(J=\sigma E\) is therefore rough for this cylinder. The power identity needs only a linear response with symmetric \(\mathsf Z\) and real \(\mathbf m\), but the bound on \(\nu\) relies on the local electron equation. Thermal motion can add dissipation without collisions, so when collisions are rare enough \(\omega/Q_2\) can exceed \(\nu\).

**(f) How far could effects left out of the model move the inferred ratio?**

*Answer.* Suppose a capacitance \(C\) appears across the coil on ignition. To first order in \(C\),

\[
Z_1'=\frac{Z_1}{1+i\omega CZ_1}\approx Z_1-i\omega CZ_1^2 .
\]

Since \(Z_1^2=R_1^2-X_1^2+2iR_1X_1\), the reactance rises by \(\omega C(X_1^2-R_1^2)\approx\omega CX_1^2\) and the resistance by \(2\omega CR_1X_1\). Both lower \(-\Delta X/\Delta R\). For 1 pF the reactance estimate is 0.90 ohm; the full expression gives 0.91 ohm and an apparent ratio of 2.57, which is 14% below 3.0.

Three other changes, each made alone, give:

- 5 pF present both with and without plasma: 3.02;
- frequency raised by 0.5% when the plasma is lit: 2.79, mainly because the bare reactance rises by \(0.005\times110=0.55\) ohm;
- coil resistance raised by 5% when lit: 2.97.

A metal wall acts as a third loop. If it is lossless, with inductance \(L_w\) and mutual inductances \(M_{1w}\) to the coil and \(M_{2w}\) to the plasma, its current is \(I_w=-(M_{1w}I_1+M_{2w}I_2)/L_w\). Inserting this in the plasma equation gives

\[
0=i\omega\left(M-\frac{M_{1w}M_{2w}}{L_w}\right)I_1+\left[R_2+iX_2(1-k_w^2)\right]I_2,\qquad k_w^2=\frac{\omega M_{2w}^2}{L_wX_2}.
\]

The same real effective mutual inductance appears in the coil equation, and the remaining wall term there is present with and without plasma. The result of (a) therefore holds, but it gives the ratio with the wall in place, \((1-k_w^2)\) times that of the isolated loop. For \(k_w=0.30\), a reading of 3.00 belongs to an isolated ratio of 3.30. Take a coupling of 0.27 between coil and plasma in the absence of the wall, a coupling of 0.20 between wall and coil, and all three mutual inductances positive. A wall quality factor of 100 then changes the reading to 3.05. The formula of (c) also refers to the wall in place and gives \(k=0.22\) in this case.

The readings are round model values. Coil reactances near 100 ohm, plasma-added resistances of a few ohm, densities near \(10^{11}\ \mathrm{cm^{-3}}\) and electron temperatures of a few eV are roughly the regime of low-pressure inductive etch reactors. Such devices can break the assumption of no capacitive current, because the coil voltage also drives current through the capacitance between coil and plasma. Of the changes in terminal conditions sized here, 1 pF appearing on ignition moves the ratio most, by about four times the reading error found in (b). It also makes \(\omega/Q_2\) too large, so the bound in (d) is no longer safe. An unshielded coil can exceed 1 pF by far: a parallel-plate estimate for 1.5 m of 6 mm wide conductor behind 2 cm of quartz gives about 15 pF, before the sheath in series and the voltage profile along the coil reduce its effect. With these readings, 5 pF appearing on ignition gives an apparent ratio of 0.93 and 7.5 pF reverses the sign of \(\Delta X\), so the result of (a) cannot be applied to an unshielded coil without correction. The estimate treats the capacitance as lossless; power dissipated by capacitive current in the plasma would add to \(\Delta R\) and is not included. A grounded, slotted electrostatic shield reduces the coil-to-plasma capacitance; if it is in place for both readings, its own capacitance to the coil is common to both. That capacitance then moves the ratio much less than if it appeared on ignition, but it does not cancel, and a large value must be corrected for. The remaining values are in the numerical output.

## Table of computed values

```
Frequency: 13.56 MHz
Angular frequency: 8.5200e+07 1/s
Coil resistance, plasma off / on: 0.50 / 2.90 ohm
Coil reactance, plasma off / on: 110.0 / 102.8 ohm
Resistance change: 2.400 ohm
Reactance change: -7.200 ohm
Secondary ratio Q2: 3.0000 (dimensionless)
Secondary impedance angle: 71.57 degree
Effective coupling squared: 0.07273 (dimensionless)
Effective coupling: 0.2697 (dimensionless)
Lower bound on collision frequency: 2.840e+07 1/s
Assumed mutual reactance 10 ohm: R2 = 4.167 ohm, X2 = 12.500 ohm
Assumed mutual reactance 20 ohm: R2 = 16.667 ohm, X2 = 50.000 ohm
Time test loop: R2 = 2.0 ohm, geometric reactance = 4.0 ohm
Time test omega/nu: 1.00 (dimensionless)
Time test, mutual reactance 3 ohm: dR = 0.4500 ohm, ratio = 3.00000
Time test, mutual reactance 6 ohm: dR = 1.8000 ohm, ratio = 3.00000
Cylinder radius: 5.0 cm
Cylinder electron density: 1.0e+11 1/cm3
Cylinder collision frequency: 5.0e+07 1/s
Cylinder electron temperature: 3.0 eV
Cylinder skin depth: 1.875 cm
Cylinder ratio from coil impedance: 4.00755
Cylinder ratio from power integrals: 4.00755
Cylinder inertial part of ratio: 1.7040
Cylinder magnetic part of ratio: 2.3036
Cylinder bound on collision frequency: 2.126e+07 1/s
Thermal travel / skin depth: 0.626 (dimensionless)
Displacement / conduction current: 2.64e-05
Single-reading errors, R / X: 0.05 / 0.10 ohm
Difference errors, dR / dX: 0.0707 / 0.1414 ohm
Q2 uncertainty, formula: 0.1062 (dimensionless)
Q2 uncertainty, sampling: 0.1066 (dimensionless)
Reactance shift from 1 pF on ignition: 0.908 ohm
First-order estimate of that shift: 0.900 ohm
Apparent Q2, 1 pF only when lit: 2.5668
Apparent Q2, 5 pF always present: 3.0152
Apparent Q2, frequency raised 0.5% when lit: 2.7861
Apparent Q2, coil resistance raised 5% when lit: 2.9691
Wall coupling to coil / plasma: 0.20 / 0.30
Isolated-loop ratio in wall test: 3.2967
Apparent ratio, lossless wall: 3.0000
Apparent ratio, wall quality factor 100: 3.0491
```
